# Accumulation of heat conduction over phonon free paths under quadratic scattering

## Problem

An isotropic crystal conducts heat by phonons. Three acoustic branches share one sound speed $v$, the dispersion is $\omega=vq$, and the modes fill a sphere of radius $q_D$ in wave-vector space, so the highest frequency is $\omega_D=vq_D$. At the temperature considered, a phonon of frequency $\omega$ relaxes at the rate

$$\frac1\tau=A\omega^2 ,$$

with $A$ independent of $\omega$. The temperature is high enough for each mode to have the classical heat capacity $k_B$. There is no scattering by boundaries or defects.

The free path is $\Lambda=v\tau$. It is shortest at the cutoff, where it equals

$$\Lambda_m=\frac{v}{A\omega_D^2}.$$

Let $\alpha(L)$ be the fraction of the thermal conductivity $\kappa$ due to phonons with $\Lambda<L$. This function is called the accumulation function.

(a) Find $\alpha(L)$, and show that half of the heat is conducted by phonons with free paths below $4\Lambda_m$ and ninety percent by phonons with free paths below $100\Lambda_m$.

(b) How is the stored heat distributed over the same free paths?

(c) How do the two fractions in (a) change when the heat capacity is not fully classical?

(d) Is $\alpha(D)$ the factor by which the conductivity falls in a structure of size $D$?

## First estimate by scaling

Consider the phonons with frequencies of order $\omega$, say within a factor of two. Their number grows as $\omega^3$, each has the same heat capacity and speed, and their free path falls as $\omega^{-2}$. Their contribution to $\kappa$, which scales as heat capacity times speed times free path, therefore grows as

$$\omega^3\,\omega^{-2}=\omega .$$

Phonons with paths longer than $L$ have frequencies below some $\omega_L\propto L^{-1/2}$. Divide this group into successive factors of two in frequency, starting at $\omega_L$ and going down. Each contributes half as much as the one above it, so their sum is proportional to $\omega_L$. The share of heat conducted by the group is therefore

$$1-\alpha(L)\approx a\left(\frac{\Lambda_m}{L}\right)^{1/2},$$

where $a$ is a number of order one that scaling cannot supply.

If this power law holds over the whole range of interest, going from half to ninety percent reduces the remaining share from $1/2$ to $1/10$, a factor of 5. The length must then grow by a factor $5^2=25$. The lengths themselves are $4a^2\Lambda_m$ and $100a^2\Lambda_m$. What is missing is the value of $a$, and a reason to trust the power law at $L=4\Lambda_m$, close to the shortest path.

## Exact solution

### Conductivity as a sum over modes

Let $n$ be the occupation of a mode and $n_0$ its equilibrium value at the local temperature. In a steady state and in the relaxation-time approximation, the Boltzmann equation for a temperature gradient along $x$ reads

$$v_x\frac{\partial n}{\partial x}=-\frac{n-n_0}{\tau}.$$

To first order in the gradient, $n$ may be replaced by $n_0$ on the left. Since $n_0$ depends on $x$ through $T$,

$$n-n_0=-\tau v_x\frac{\partial n_0}{\partial T}\frac{dT}{dx}.$$

The heat flux in a volume $V$ is $J=V^{-1}\sum\hbar\omega v_x n$. The part with $n_0$ vanishes, because modes with opposite $v_x$ are equally occupied. Comparing the rest with $J=-\kappa\,dT/dx$ gives

$$\kappa=\frac1V\sum c\,v_x^2\tau,\qquad c=\hbar\omega\frac{\partial n_0}{\partial T}.$$

In an isotropic crystal the three squared velocity components have equal averages that add up to $v^2$, so $v_x^2$ averages to $v^2/3$. One branch has $V\,4\pi q^2dq/(2\pi)^3=Vq^2dq/(2\pi^2)$ modes in $dq$. With $q=\omega/v$ and three branches, the density of modes per volume and frequency is $3\omega^2/(2\pi^2v^3)$. Using $v^2\tau=v\Lambda$,

$$\kappa=\int_0^{\omega_D}\frac13\,c\,v\Lambda\,\frac{3\omega^2}{2\pi^2v^3}\,d\omega .$$

### The accumulation law

Now insert $c=k_B$ and $\Lambda=v/(A\omega^2)$. The factors $\omega^2$ cancel:

$$\kappa=\int_0^{\omega_D}\frac{k_B}{2\pi^2vA}\,d\omega=\frac{k_B\omega_D}{2\pi^2vA}.$$

Equal intervals of frequency conduct equal amounts of heat. The growing number of modes is compensated by their shrinking free path.

Since $\Lambda$ decreases with $\omega$, the condition $\Lambda<L$ means $\omega>\omega_L$, where $v/(A\omega_L^2)=L$. Dividing by the definition of $\Lambda_m$ gives $\omega_L=\omega_D\sqrt{\Lambda_m/L}$. The share of heat is the share of the frequency range above $\omega_L$:

$$\boxed{\alpha(L)=\frac{\omega_D-\omega_L}{\omega_D}=1-\sqrt{\frac{\Lambda_m}{L}}\qquad(L\ge\Lambda_m)}$$

For $L<\Lambda_m$ there are no such phonons and $\alpha=0$. Setting $\alpha(L_p)=p$ gives $\sqrt{\Lambda_m/L_p}=1-p$, hence

$$L_p=\frac{\Lambda_m}{(1-p)^2},\qquad L_{0.5}=4\Lambda_m,\qquad L_{0.9}=100\Lambda_m .$$

This proves (a).

The result rests on the exponent 2. If the rate were proportional to $\omega^s$ with $0<s<3$, the free path would still fall with frequency, the integrand would be proportional to $\omega^{2-s}$ and the remaining share would be $(\omega_L/\omega_D)^{3-s}=(\Lambda_m/L)^{(3-s)/s}$. For $s=1$ this is $(\Lambda_m/L)^2$, and the two lengths shrink to $\sqrt2\,\Lambda_m$ and $\sqrt{10}\,\Lambda_m$. For $s\ge3$ the integral diverges at low frequency, and a bulk conductivity requires a further scattering process.

### Stored heat

With $k_B$ per mode, stored heat is distributed as the number of modes, which is proportional to $\omega^3$ up to frequency $\omega$. The fraction of the heat capacity belonging to paths below $L$ is therefore

$$1-\left(\frac{\omega_L}{\omega_D}\right)^3=1-\left(\frac{\Lambda_m}{L}\right)^{3/2}.$$

It equals $7/8$ at $4\Lambda_m$ and $0.999$ at $100\Lambda_m$. One eighth of the modes conducts half of the heat, and one thousandth of them conducts the last ten percent. The word "heat" in (a) must therefore mean conducted heat.

The total heat capacity per volume is $C=k_Bq_D^3/(2\pi^2)$. Substituting $1/A=\Lambda_m\omega_D^2/v$ and $\omega_D=vq_D$ into the conductivity gives

$$\kappa=\frac{k_Bq_D^3}{2\pi^2}\,v\Lambda_m=Cv\Lambda_m .$$

If a single path $\Lambda_g$ is defined by the kinetic formula $\kappa=Cv\Lambda_g/3$, then $\Lambda_g=3\Lambda_m$. The heat conducted below it is $1-1/\sqrt3\approx0.42$ of the total, so more than half travels by phonons with longer paths.

### Correction for the quantum heat capacity

With $x=\hbar\omega/(k_BT)$ and $n_0=1/(e^x-1)$, differentiation gives

$$c=k_B\frac{x^2e^x}{(e^x-1)^2}=k_B\left[\frac{x/2}{\sinh(x/2)}\right]^2 .$$

Write $u=\omega/\omega_D$ and $t=\hbar\omega_D/(k_BT)$, so that $x=tu$, and let $h(u)=c/k_B$. The share conducted by frequencies below $u\,\omega_D$, which are the long paths, changes from $u$ to

$$F(u)=\frac{\int_0^u h(u')\,du'}{\int_0^1 h(u')\,du'} .$$

The function $y/\sinh y$ decreases for $y>0$, because its derivative has the sign of $\sinh y-y\cosh y$, which is negative since $\tanh y<y$. Hence $h$ decreases, its average over $[0,u]$ exceeds its average over $[0,1]$, and $F(u)>u$ for $0<u<1$. At any finite temperature, the fractions below $4\Lambda_m$ and $100\Lambda_m$ are thus smaller than $1/2$ and $9/10$.

For small $t$, $y/\sinh y\approx1-y^2/6$. Its square is $1-y^2/3$, and $y=tu/2$ gives $h\approx1-t^2u^2/12$. Integration yields

$$F(u)\approx\frac{u-t^2u^3/36}{1-t^2/36}\approx u\left[1+\frac{t^2}{36}(1-u^2)\right].$$

The two lengths correspond to $u=1/2$ and $u=1/10$. To leading order the fractions are

$$1-F(\tfrac12)\approx\frac12-\frac{t^2}{96},\qquad 1-F(\tfrac1{10})\approx\frac9{10}-0.00275\,t^2 .$$

### A structure of finite size

Represent the boundaries of a small structure by an additional rate $v/D$, the same for all modes. The effective path $\Lambda_{\rm eff}$ follows from the sum of the rates divided by $v$:

$$\frac1{\Lambda_{\rm eff}}=\frac{u^2}{\Lambda_m}+\frac1D=\frac{u^2+b}{\Lambda_m},\qquad b=\frac{\Lambda_m}{D}.$$

In the bulk, each $du$ contributes equally to $\kappa$. The contribution is now multiplied by $\Lambda_{\rm eff}/\Lambda=u^2/(u^2+b)$, so

$$\frac{\kappa}{\kappa_{\rm bulk}}=\int_0^1\left(1-\frac{b}{u^2+b}\right)du=1-\sqrt b\,\arctan\frac1{\sqrt b}.$$

This differs from $\alpha(D)=1-\sqrt b$. The accumulation function discards paths longer than $D$ and keeps shorter ones unchanged, whereas the boundary rate shortens all of them and removes none. The ratio in this model is below $\alpha(D)$ when $\arctan(1/\sqrt b)>1$, that is, for $D>\Lambda_m\tan^2 1$, and above it for smaller $D$. At $D=4\Lambda_m$ it is 0.446 instead of 0.5, and at $D=100\Lambda_m$ it is 0.853 instead of 0.9. The answer to (d) is therefore no in general. The size and even the sign of the difference depend on geometry, which the single rate $v/D$ ignores. With diffusely scattering walls, the Boltzmann equation for a wire of diameter $D$ gives values close to this model, about 0.45 and 0.86 at the two sizes. For conduction along a film of thickness $D$ it gives about 0.59 and 0.90, well above $\alpha(D)$ at the first size and nearly equal to it at the second.

## Numerical example

Take the round model values $v=6000$ m/s, $q_D=10^{10}$ m$^{-1}$ and $\tau(\omega_D)=2$ ps, which describe no particular material. Then $\omega_D=6\times10^{13}$ rad/s and

$$\Lambda_m=(6000\ \text{m/s})(2\times10^{-12}\ \text{s})=12\ \text{nm}.$$

Half of the heat is conducted below $4\times12=48$ nm and ninety percent below $100\times12=1200$ nm. The classical conductivity is

$$\kappa=\frac{(1.381\times10^{-23})(10^{30})(6000)(1.2\times10^{-8})}{2\pi^2}\ \frac{\text{W}}{\text{m K}}\approx50.4\ \frac{\text{W}}{\text{m K}} .$$

A sum of $c\,v_x^2\tau$ over discrete wave vectors uses neither the angular average nor the density of modes. Evaluated on two grids and extrapolated to zero spacing, it gives the same conductivity to this accuracy and the fractions 0.500 and 0.900. These shift by about 0.001 with the choice of grids, because spherical surfaces are rough on a cubic grid. It tests the steps that follow the mode sum for $\kappa$, not the Boltzmann equation behind that sum or the assumed scattering rate.

At 300 K, $\hbar\omega_D/k_B=458$ K gives $t=1.53$, so the classical assumption is only approximate. With the same $A$, the quantum heat capacity lowers $\kappa$ to 47.3 W/(m K) and the fractions to 0.476 and 0.894. The leading-order formula gives 0.476 and 0.894 as well. The lengths for half and ninety percent move up to about 53 nm and 1360 nm. These and the other values are listed in the numerical output.

## Comparison of the estimate with the solution

Scaling gave the exponent $1/2$ and the ratio 25 between the two lengths. The exact classical solution confirms both and supplies $a=1$. It also shows why the power law holds down to $L=\Lambda_m$: the density of modes, the heat capacity and the free path are all pure powers of frequency up to a sharp cutoff, so no correction appears near the shortest path.

The quantum case shows what scaling retains when the heat capacity is no longer a pure power of frequency. For paths long enough that $tu\ll1$, the heat capacity is classical, $h\approx1$, so the numerator of $F$ is $u$ as before, while the denominator is $\kappa_{\rm qu}/\kappa_{\rm cl}$, the ratio of the quantum to the classical conductivity. The power law survives with

$$a=\frac{\kappa_{\rm cl}}{\kappa_{\rm qu}}=\frac{50.36}{47.31}=1.064 .$$

The estimate $100a^2\Lambda_m$ is then about $113\Lambda_m$, in agreement with the computed $113.2\Lambda_m$. For half of the heat, $4a^2\Lambda_m\approx4.53\Lambda_m$ exceeds the computed $4.40\Lambda_m$ by about 3 percent, because at $u\approx1/2$ the heat capacity is already noticeably below $k_B$. The scaling law is thus more accurate for the ninety-percent length than for the median.

The law also needs a common $\Lambda_m$. If the branches have different shortest paths $\Lambda_j$ and conductivities $\kappa_j$, each obeys its own law, and for $L$ above the largest $\Lambda_j$ the total is $\alpha=1-\sum_j(\kappa_j/\kappa)\sqrt{\Lambda_j/L}$. The exponent and the ratio 25 then persist if both lengths lie in that range, but the factors 4 and 100 no longer refer to the shortest path in the crystal.

Finally, the law needs the linear dispersion. In real crystals the group velocity falls toward the zone boundary, which shortens the shortest paths. For $\omega=\omega_0\sin(\pi q/2q_0)$ with the same rate $A\omega^2$ and a cutoff at $q_0/2$, the median is about 5.6 times the shortest path and the ratio of the two lengths is about 27. With the cutoff at $q_0$ the shortest path goes to zero and the ratio is about 28.5. The exponent $1/2$ survives for long paths, but the factors 4 and 100 belong to the Debye model.

## Computed results

```
sound speed: 6000 m/s
cutoff wave number: 1.00e+10 1/m
cutoff angular frequency: 6.00e+13 rad/s
relaxation time at cutoff: 2.00 ps
rate coefficient A: 1.3889e-16 s
minimum free path: 12.00 nm
path for half of the heat: 48.00 nm
path for 90 percent of the heat: 1200.0 nm
classical conductivity, formula: 50.360 W/(m K)
classical conductivity, mode sum: 50.365 W/(m K)
mode sum, heat fraction below 4 minimum: 0.5001
mode sum, heat fraction below 100 minimum: 0.9001
mode sum, stored fraction below 4 min.: 0.8750
mode sum, stored fraction below 100 min.: 0.99899
single path 3 kappa/(C v), mode sum: 36.00 nm
single path, three minimum paths: 36.00 nm
heat fraction below single path: 0.4226
Debye temperature: 458.3 K
temperature of quantum example: 300 K
Debye temperature / temperature: 1.5276
quantum conductivity: 47.310 W/(m K)
quantum heat fraction below 4 minimum: 0.4762
  its leading-order estimate: 0.4757
quantum heat fraction below 100 minimum: 0.8936
  its leading-order estimate: 0.8936
quantum path for half: 52.82 nm
  in minimum paths: 4.402
quantum path for 90 percent: 1358.2 nm
  in minimum paths: 113.18
boundary length 4 minimum, kappa ratio: 0.4464
boundary length 100 minimum, kappa ratio: 0.8529
```
